\section*{The thermal transfer barrier of the adiabatic two-site Holstein electron, part 2}

An electron shared by two equivalent sites can distort the lattice around one of them and trap itself there. To reach the other site it must cross an energy barrier $V_b$. The Hamiltonian is
\begin{equation*}
H=-t\big(|1\rangle\langle 2|+|2\rangle\langle 1|\big)
+\sum_{i=1,2}\left[\frac{p_i^2}{2M}+\frac{K x_i^2}{2}-g\,x_i n_i\right],
\end{equation*}
with $n_i=|i\rangle\langle i|$ and $n_1+n_2=1$. Here $t>0$ is the transfer energy, $x_i$ the distortion at site $i$, $K$ the spring constant, $g$ the coupling force, $M$ the oscillator mass and $\omega=\sqrt{K/M}$ the free-oscillator frequency. The coupling energy is $L=g^2/K$.

The common coordinate $X=(x_1+x_2)/\sqrt2$ separates and does not affect the barrier. The difference coordinate is $x=(x_1-x_2)/\sqrt2$, used in the energy form $u=gx/\sqrt2=g(x_1-x_2)/2$. The site energies are $-u$ on site 1 and $+u$ on site 2, and the elastic energy is $u^2/L$.

If the electron stays in its lowest state as the lattice moves (the adiabatic assumption), the energy is the lower sheet $E(u)=u^2/L-r$ with $r=\sqrt{t^2+u^2}$, leaving out a constant $-L/4$. The upper sheet is $u^2/L+r$. For $L>2t$ the lower sheet has a maximum along $u$ at $u=0$, where $E(0)=-t$, and minima at $\pm u_m=\pm Ls/2$, with $s=\sqrt{1-4t^2/L^2}$ and curvature $E''(\pm u_m)=2s^2/L$. The gap $2r$ between the sheets is $L$ at the minima and $2t$ at the top. The barrier is $V_b=E(0)-E(u_m)=(L-2t)^2/4L$. It was confirmed numerically by flooding the landscape: raising an energy level in the $(x_1,x_2)$ plane until the basins of the two minima join.

In the example $L=1.20$~eV, $t=0.20$~eV, $\hbar\omega=0.050$~eV, $s=0.943$ and $V_b=0.1333$~eV. The temperature is 300~K unless stated otherwise, so $kT=0.02585$~eV, where $k$ is Boltzmann's constant.

\subsection{From the barrier to an activated rate}

The motion in $u$ has an effective mass $m$. It follows from equating two forms of the same elastic energy, $\frac12m\omega^2u^2=u^2/L$:
\begin{equation}
m=\frac{2}{L\omega^2}.
\label{eq:mass}
\end{equation}
Suppose the lattice is classical and in thermal equilibrium within the well at $u<0$. The rate of leaving is estimated as the flow through $u=0$ toward positive $u$, divided by the population of the well. The coordinate $X$ gives the same factor in both and cancels. With $\dot u$ for the rate of change of $u$, the contribution of positive velocities to the thermal average of $\dot u$ is
\begin{equation}
\sqrt{\frac{m}{2\pi kT}}\int_0^\infty \dot u\,e^{-m\dot u^2/2kT}\,d\dot u
=\sqrt{\frac{kT}{2\pi m}}=\omega\sqrt{\frac{kTL}{4\pi}},
\end{equation}
so that
\begin{equation}
k_{\rm cl}=\omega\sqrt{\frac{kTL}{4\pi}}\;
\frac{e^{-E(0)/kT}}{\int_{-\infty}^0e^{-E(u)/kT}\,du}.
\label{eq:tst}
\end{equation}
For $kT\ll V_b$ the integral comes from the neighbourhood of $-u_m$, where the sheet is a parabola of curvature $2s^2/L$:
\begin{equation}
\int_{-\infty}^0e^{-E/kT}du\simeq e^{-E(u_m)/kT}\sqrt{\frac{2\pi kT\,L}{2s^2}}
=e^{-E(u_m)/kT}\,\frac{\sqrt{\pi kTL}}{s}.
\end{equation}
Division gives
\begin{equation}
k_{\rm cl}\simeq\frac{\omega s}{2\pi}\,e^{-V_b/kT}.
\label{eq:arr}
\end{equation}
This is the sense in which $V_b$ is a thermal barrier: for a classical lattice it is the activation energy in the limit $kT\ll V_b$. Quantum motion of the lattice, treated below, lowers the slope on cooling. The prefactor is the vibration frequency in the well, lower than that of the free oscillator by the factor $s$.

Equation~(\ref{eq:arr}) is a transition-state estimate. An isolated pair of sites with one undamped mode has no irreversible rate, since the system that crosses soon returns. The estimate assumes that contact with the rest of the solid restores equilibrium in each well between crossings. Rapid recrossings would make the classical rate smaller.

The condition $kT\ll V_b$ reads $L-2t\gg2\sqrt{LkT}$. It fails on approach to the threshold, where the barrier disappears into the thermal motion while two minima still exist.

In the example $V_b/kT=5.16$ and $\omega s/2\pi=1.14\times10^{13}$~s$^{-1}$, so
\begin{equation}
k_{\rm cl}\simeq1.14\times10^{13}\,e^{-5.158}~\text{s}^{-1}
=6.56\times10^{10}~\text{s}^{-1}.
\end{equation}
Integrating equation~(\ref{eq:tst}) numerically gives $6.47\times10^{10}$~s$^{-1}$, lower by 1.4\% of the first value. The flux is the same in both expressions, so the difference comes from the well integral, which exceeds its parabolic value. A test of the activation energy takes the slope of $\ln k_{\rm cl}$ against $1/kT$ from the same integral between $kT=0.0020$ and $0.0021$~eV; it yields 0.1333~eV.

\subsection{Thermal occupation of the upper sheet}

If the electron is in thermal equilibrium at each fixed $u$, the energy $E(u)$ is replaced by the free energy
\begin{equation}
\frac{u^2}{L}-kT\ln\!\left(e^{r/kT}+e^{-r/kT}\right)
=E(u)-kT\ln\!\left(1+e^{-2r/kT}\right).
\end{equation}
With $2r=2t$ at the top and $2r=L$ at the minimum, the barrier changes by
\begin{equation}
-kT\ln\!\left(1+e^{-2t/kT}\right)+kT\ln\!\left(1+e^{-L/kT}\right).
\end{equation}
In the example this is $-5\times10^{-9}$~eV, which is negligible because $2t$ is more than fifteen times $kT$.

\subsection{An applied field or unequal sites}

Let a field $F$ shift the two site energies relative to each other by $eFa$, where $a$ is the site distance and $e$ the elementary charge. Choose the sign so that site 1, at $u>0$, is favoured. With $\delta=eFa/2$ the site energies are $\mp(u+\delta)$ and the sheet is
\begin{equation}
E(u,\delta)=\frac{u^2}{L}-\sqrt{t^2+(u+\delta)^2}.
\end{equation}
The derivative of a stationary energy with respect to $\delta$ is the partial derivative, because the slope in $u$ vanishes there:
\begin{equation}
\left.\frac{dE}{d\delta}\right|_{\delta=0}=-\frac{u}{r}=
\begin{cases}+s&\text{at }u=-u_m,\\ \;\;\,0&\text{at }u=0.\end{cases}
\end{equation}
The energy of the unfavoured minimum rises by $s\delta$. The top shifts its position, but its energy does not change to this order, so the forward barrier falls by $s\delta$.

For the next order put $v=u+\delta$, which turns the sheet into $(v-\delta)^2/L-R(v)$ with $R(v)=\sqrt{t^2+v^2}$. The derivative of the stationary energy is now $-2(v-\delta)/L$. Stationarity requires $2(v-\delta)/L=R'(v)$, and differentiating this condition gives
\begin{equation}
\frac{dv}{d\delta}=\frac{2/L}{2/L-R''(v)}=\frac{2/L}{E''}.
\end{equation}
The second derivative of a stationary energy is therefore
\begin{equation}
\frac{d^2E}{d\delta^2}=\frac2L\left(1-\frac{2/L}{E''}\right).
\end{equation}
At the top $E''=2/L-1/t$, and the result is $2/(L-2t)$. At the minimum $E''=2s^2/L$, and it is $-2(1-s^2)/(Ls^2)$. Halving and subtracting,
\begin{equation}
V_b(\delta)=V_b-s\delta+\left[\frac1{L-2t}+\frac{1-s^2}{Ls^2}\right]\delta^2+\dots
\label{eq:field}
\end{equation}

For $F=1$~MV/cm and $a=0.30$~nm the drop $eFa$ is 0.030~eV, so $\delta=0.015$~eV. The linear term is 0.0141~eV. The bracket is $1.25+0.10=1.35$~eV$^{-1}$, which returns 0.0003~eV. The predicted lowering of 0.0138~eV agrees with the one found by locating the stationary points numerically. The forward barrier is 0.1195~eV. With the prefactor held fixed, the forward rate grows by the factor 1.71.

\subsection{Does the electron follow the lattice?}

Near the top let $u=v\tau$, where $\tau$ is time and $v$ now denotes a constant speed. The amplitudes obey
\begin{equation}
i\hbar\dot c_1=-v\tau c_1-t c_2,\qquad i\hbar\dot c_2=v\tau c_2-tc_1 .
\end{equation}
Remove the diagonal terms with $c_1=Ae^{iv\tau^2/2\hbar}$ and $c_2=Be^{-iv\tau^2/2\hbar}$:
\begin{equation}
\dot A=\frac{it}{\hbar}Be^{-iv\tau^2/\hbar},\qquad
\dot B=\frac{it}{\hbar}Ae^{iv\tau^2/\hbar}.
\end{equation}
Differentiating the first equation and eliminating $B$ gives
\begin{equation}
\ddot A+\frac{2iv\tau}{\hbar}\dot A+\frac{t^2}{\hbar^2}A=0 .
\end{equation}
At large $|\tau|$ one solution varies as $\tau^p$. Balancing the last two terms gives $2ivp/\hbar=-t^2/\hbar^2$, so $p=it^2/(2\hbar v)$. The other solution carries the factor $e^{-iv\tau^2/\hbar}$. An electron that starts on site 1 contains just the first one.

Continue it from $\tau<0$ to $\tau>0$ along a large arc in the lower half of the complex plane. The second solution is the larger one on the first quarter of the arc, but it is absent there; on the second quarter it is the smaller one. A larger solution can change the coefficient of a smaller one, not the reverse, so the coefficient of $\tau^p$ is preserved. The phase of $\tau$ advances by $\pi$, and $A$ is multiplied by $e^{i\pi p}=e^{-\pi t^2/2\hbar v}$. The probability of remaining on the same site, which means jumping to the other sheet, is the Landau--Zener result
\begin{equation}
P_{\rm jump}=e^{-\pi t^2/\hbar v}.
\label{eq:lz}
\end{equation}
As a test, the equations were propagated from $u=-40$ to $40$ with $t=0.5$ and $\hbar v=1$, in units where these are pure numbers. The jump probability is 0.4559, and equation~(\ref{eq:lz}) gives the same.

In thermal equilibrium the crossings are weighted by the flux $v\,e^{-mv^2/2kT}$. In terms of $w=\hbar v$ and with equation~(\ref{eq:mass}), the weight is $w\,e^{-w^2/w_0^2}$ with $w_0=\hbar\omega\sqrt{LkT}$. The electron follows when $\pi t^2\gg w_0$. Here $w_0\approx0.0088$~eV$^2$ and $\pi t^2\approx0.126$~eV$^2$. The flux average of equation~(\ref{eq:lz}) is $6\times10^{-5}$. This is an indicator, not an actual jump probability: the formula takes the speed as constant, whereas a jump at the top costs $2t=0.40$~eV, more than fifteen times $kT$, and very few crossing systems have that much kinetic energy. Both the small average and this cost indicate that the adiabatic assumption is good at the top. For much smaller $t$ it fails, and equation~(\ref{eq:arr}) then overestimates the transfer rate.

\subsection{Quantum motion of the lattice}

Since $d/dx=(g/\sqrt2)\,d/du$, the kinetic energy of the difference coordinate is
\begin{equation}
-\frac{\hbar^2}{2M}\frac{d^2}{dx^2}=-\frac{\hbar^2g^2}{4M}\frac{d^2}{du^2}
=-D\frac{d^2}{du^2},\qquad D=\frac{(\hbar\omega)^2L}{4},
\end{equation}
where $g^2=LK$ and $K/M=\omega^2$ were used. Let $P(\epsilon)$ be the probability of passing the barrier at energy $\epsilon$ above the well bottom. Classically it is a step at $V_b$. The thermal flux is therefore multiplied by
\begin{equation}
\kappa=\frac1{kT}\int_0^\infty P(\epsilon)\,e^{-(\epsilon-V_b)/kT}\,d\epsilon .
\end{equation}
The well population changes too, which multiplies the rate by $Z_{\rm cl}/Z_{\rm q}$, the ratio of the classical to the quantum partition function of one well. For a harmonic well of frequency $\omega s$ these are $kT/\hbar\omega s$ and $1/(2\sinh y)$ with $y=\hbar\omega s/2kT$, and the ratio is $\sinh y/y$. It exceeds one because zero-point motion raises the energy in the well.

In the example $P(\epsilon)$ was computed for the actual shape of $E(u)$ between the minima, continued by flat floors outside them, so $\kappa$ is an estimate. At 300~K $\kappa=1.42$. The levels of the actual sheet give $Z_{\rm cl}/Z_{\rm q}=1.13$, close to the harmonic value 1.14. The product, 1.61, acts like a barrier reduction of 0.012~eV. At 150~K the product is 6.2, so the classical rate is no longer a fair approximation there. The growth of the product from 1.61 to 6.2 lowers the mean activation energy between 300 and 150~K from 0.133~eV to about 0.10~eV.

These factors use $E(u)$ alone. The change of the electronic state $|\phi\rangle$ with $u$ adds a small energy. Let $D$ act on $\phi(u)\chi(u)$ and project on the real, normalized $\phi$: since $\langle\phi|\phi'\rangle=0$ and $\langle\phi|\phi''\rangle=-\langle\phi'|\phi'\rangle$, the extra term is $D\langle\phi'|\phi'\rangle$. Writing $\phi=(\cos\frac\theta2,\sin\frac\theta2)$ with $\cot\theta=u/t$ gives
\begin{equation}
D\,\frac{(\theta')^2}{4}=\frac{D\,t^2}{4(t^2+u^2)^2}.
\end{equation}
At the top this is $D/4t^2=(\hbar\omega)^2L/16t^2\approx0.005$~eV, and at the minima it is below 0.0001~eV. It raises the barrier and offsets part of the reduction just found: the product falls from 1.61 to about 1.4 at 300~K and from 6.2 to about 5 at 150~K, while the mean activation energy between these temperatures stays near 0.10~eV.

\subsection{Beside a real oxide}

The parameters lie in the regime of an electron polaron hopping between neighbouring iron ions of parallel spin within the basal layers of hematite (the model has no spin and does not describe hops between layers of opposite spin), where activation energies are roughly 0.1 to 0.2~eV. They are rough typical values, not a calculation of that oxide, and $t$ is the least secure. With $L$ fixed at 1.20~eV, the barrier is 0.208~eV for $t=0.10$~eV and 0.075~eV for $t=0.30$~eV. This spread exceeds every correction sized above. These are classical barriers, however, and the corrections were sized for $t=0.20$~eV; they grow as $t$ falls. For $t=0.10$~eV the extra term $D/4t^2$ is 0.019~eV, the flux average of equation~(\ref{eq:lz}) is about 0.03, and quantum motion of the lattice lowers the mean activation energy between 300 and 150~K to about 0.14 to 0.15~eV, well below the barrier of 0.208~eV. A field of 1~MV/cm is of the order met in thin switching films. In such films the sites need not be equivalent, since defects shift site energies. A difference of 0.10~eV enters as $\delta=\pm0.05$~eV; by equation~(\ref{eq:field}) it moves the barrier to about 0.09~eV downhill and 0.18~eV uphill. Long-range polarization, further sites and a transfer energy that varies with the distortion are not included. The barrier concerns the hop of an electron, not the migration of ions that builds or breaks a conducting filament. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
L = 1.20 eV, t = 0.20 eV, 2t = 0.40 eV
hbar*omega = 0.050 eV, oscillator mass = 16 u
site distance = 0.30 nm, temperature = 300 K
thermal energy kT = 0.02585 eV
spring constant K = 956.9 eV/nm^2
coupling g = 33.89 eV/nm, g/K = 0.03541 nm
distortions at a minimum x1, x2 = 0.03440, 0.00101 nm
s = sqrt(1-4t^2/L^2) = 0.9428, u_m = 0.5657 eV
site weights at a minimum = 0.9714, 0.0286
vertical gap at a minimum = 1.2000 eV
reduced sheet: E(u_m) = -0.33333 eV, E(0) = -0.20000 eV
barrier from formula = 0.13333 eV = 1547 K (as V_b/k)
barrier from flooding the landscape = 0.13333 eV
barrier for t -> 0, L/4 = 0.3000 eV
barrier at t = 0.10 eV: 0.2083 eV
barrier at t = 0.15 eV: 0.1687 eV
barrier at t = 0.25 eV: 0.1021 eV
barrier at t = 0.30 eV: 0.0750 eV
low-temperature Arrhenius slope by quadrature = 0.13333 eV
V_b/kT = 5.158
attempt frequency omega*s/2pi = 1.140e+13 1/s
Arrhenius rate = 6.561e+10 1/s
classical rate by quadrature = 6.469e+10 1/s
field = 1.0 MV/cm, site energy drop = 0.0300 eV
forward barrier in field = 0.11950 eV
barrier lowering: full 0.01384 eV, first order 0.01414 eV
rate gain exp(lowering/kT) = 1.708
tunnelling factor at 300 K = 1.418
well quantum factor at 300 K = 1.133
total quantum factor at 300 K = 1.607
same as a barrier reduction of 0.0123 eV
total quantum factor at 150 K = 6.232
flux-averaged Landau-Zener jump probability = 6.06e-05
Landau-Zener test: propagated 0.45594, law 0.45594
barrier shift from upper-sheet occupation = -4.93e-09 eV
\end{verbatim}
